\section*{Allen's relation between phonon linewidth and electron-phonon mode coupling}

\section{The result}

An electron-phonon linewidth in a metal is related to the coupling strength of that phonon by
\begin{equation}
\boxed{\;\gamma=\pi N(e_F)\,\lambda\,\omega^2\;}
\label{main}
\end{equation}
Here $\omega$ is the phonon frequency, $N(e_F)$ is the electronic density of states per spin and per cell, and $\lambda$ is the coupling of the one mode considered. The symbol $\gamma$ means the \emph{half} width at half maximum of the phonon line. The full width is $2\gamma=2\pi N(e_F)\lambda\omega^2$. Atomic units are used in the algebra, so $\hbar=1$ and frequencies are energies.

The relation rests on the double-delta approximation
\begin{equation}
(f_k-f_{k+q})\,\delta(e_{k+q}-e_k-\omega)\;\to\;
\omega\,\delta(e_k-e_F)\,\delta(e_{k+q}-e_F),
\label{dd}
\end{equation}
used under a $k$ sum. Here $e_k$ is a band energy and $f_k$ its Fermi occupation. The replacement puts both electron states on the Fermi surface and ignores the phonon energy separating them. The derivation is to lowest order in the coupling, for a non-magnetic metal without spin-orbit coupling. Broadening by anharmonicity and impurities is left out.

\section{A simple case: one oscillator and many pairs}

Let a phonon coordinate $x$ be coupled linearly to oscillators $y_i$ of frequency $\Delta_i$. Each $y_i$ stands for an electron-hole pair of energy $\Delta_i$. With unit masses and bare force constant $K_0$,
\begin{align}
\ddot x&=-K_0x-\sum_i c_i y_i, &
\ddot y_i&=-\Delta_i^2y_i-c_i x .
\end{align}
A coupling energy $g_i(b+b^\dagger)(d_i+d_i^\dagger)$ between quanta corresponds to $c_i=2g_i\sqrt{\omega\Delta_i}$, because $b+b^\dagger=\sqrt{2\omega}\,x$ and $d_i+d_i^\dagger=\sqrt{2\Delta_i}\,y_i$. Only $g_i\sqrt\omega$ enters, so the phonon frequency used to define $g_i$ is a matter of convention. I use the adiabatic frequency defined below.

For motion as $e^{-izt}$, the second equation gives $y_i=c_ix/(z^2-\Delta_i^2)$. Substitution in the first gives
\begin{equation}
z^2-K_0-2\omega\Pi(z)=0,\qquad
\Pi(z)=\sum_i g_i^2\left[\frac1{z-\Delta_i}-\frac1{z+\Delta_i}\right],
\label{osc}
\end{equation}
since $c_i^2/(z^2-\Delta_i^2)=4\omega g_i^2\Delta_i/(z^2-\Delta_i^2)$ and the bracket equals $2\Delta_i/(z^2-\Delta_i^2)$.

If the pairs follow the phonon statically, the force constant is $K_0+2\omega\Pi(0)$. This is what a static density functional perturbation calculation supplies, and it defines $\omega^2=K_0+2\omega\Pi(0)$. Eliminating $K_0$,
\begin{equation}
z^2-\omega^2-2\omega[\Pi(z)-\Pi(0)]=0 .
\label{pole}
\end{equation}
The static response must therefore not be added to $\omega$ again.

For weak damping write $z=\omega+\delta$. To first order $z^2-\omega^2=2\omega\delta$, hence $\delta=\Pi(\omega)-\Pi(0)$. For a continuum of pairs the causal response is obtained with $z=\omega+i0^+$, and
\begin{equation}
\frac1{\omega-\Delta+i0^+}=\mathcal P\frac1{\omega-\Delta}-i\pi\delta(\omega-\Delta).
\label{plemelj}
\end{equation}
As $\Pi(0)$ is real,
\begin{equation}
\gamma\equiv-\operatorname{Im}\delta=-\operatorname{Im}\Pi(\omega)
=\pi\sum_i g_i^2\,\delta(\omega-\Delta_i).
\label{half}
\end{equation}
The amplitude decays as $e^{-\gamma t}$ and the energy as $e^{-2\gamma t}$. Near resonance the spectral function is proportional to $\gamma/[(z-\omega-\operatorname{Re}\delta)^2+\gamma^2]$ for real $z$. It falls to half its maximum at a distance $\gamma$ from its centre, so $\gamma$ is the half width. This requires both $\gamma$ and $|\operatorname{Re}\delta|$ to be small compared with $\omega$, and a pair spectrum that is smooth on the scale of both, because the line sits at $\omega+\operatorname{Re}\delta$ and the pairs near that energy damp it.

\paragraph{Limit.} If all pairs have energies above a gap larger than $\omega$, the sum in (\ref{half}) is zero. The pairs still soften the phonon through $\Pi(0)$, but they do not damp it at this order.

\section{Generalization to the electrons of a metal}

For phonon wavevector $q$, take
\begin{equation}
H_{ep}=\frac1{\sqrt{N_k}}\sum_{k,q,\sigma}g_{k,q}\,
c^\dagger_{k+q,\sigma}c_{k\sigma}\,(b_q+b^\dagger_{-q}),
\end{equation}
where $N_k$ is the number of cells and $g_{k,q}$ is an energy. Band indices and the phonon branch are suppressed. The average $\langle\cdots\rangle=N_k^{-1}\sum_k$ includes the sums over initial and final bands for \emph{one} spin.

Let the phonon coordinate have the mean value $A\,e^{-izt}$. It perturbs the electrons with matrix element $V_k=g_{k,q}A/\sqrt{N_k}$. The induced coherence $\rho_k=\langle c_k^\dagger c_{k+q}\rangle$ obeys, to first order,
\begin{equation}
i\dot\rho_k=(e_{k+q}-e_k)\rho_k+V_k(f_k-f_{k+q}),
\end{equation}
so that
\begin{equation}
\rho_k=\frac{V_k(f_k-f_{k+q})}{z-(e_{k+q}-e_k)} .
\end{equation}
The electrons act back on the phonon through $N_k^{-1/2}\sum_{k\sigma}g^*_{k,q}\rho_k=\Pi A$. This is the counterpart of $\sum_ic_iy_i=2\omega\Pi x$ in the simple case. It enters the force with a minus sign, so a negative $\Pi(0)$ softens the phonon. The two spins give a factor of two:
\begin{equation}
\Pi(z)=2\left\langle|g|^2\frac{f_k-f_{k+q}}{z-(e_{k+q}-e_k)}\right\rangle .
\label{bubble}
\end{equation}
At zero temperature, terms with $k$ occupied and $k+q$ empty give the denominators $z-\Delta$ of (\ref{osc}). The reversed terms give $-1/(z+\Delta)$. Equation (\ref{plemelj}) now yields
\begin{equation}
\gamma=2\pi\big\langle|g|^2(f_k-f_{k+q})\,
\delta(e_{k+q}-e_k-\omega)\big\rangle .
\label{golden}
\end{equation}

The golden rule checks the factor. Absorption of a phonon carries $f_k(1-f_{k+q})$ and stimulated emission carries $f_{k+q}(1-f_k)$. Their difference is $f_k-f_{k+q}$. The net decay rate of the phonon number is $2\pi$ times two spins times the average, that is $4\pi\langle\cdots\rangle=2\gamma$. This is the energy decay rate found in the simple case.

\paragraph{Limit.} For intraband transitions at $q=0$, (\ref{golden}) vanishes: the initial and final energies are equal, and no electron can take up $\omega$.

\subsection{Which matrix element?}

Electrons also respond to one another. Let $\chi_0$ be the independent-electron response matrix and $K$ the Hartree and exchange-correlation kernel, taken real, symmetric and frequency independent. The full response is $\chi=(\chi_0^{-1}-K)^{-1}$. With bare coupling vector $g_b$, the screened one is $g_s=(1-K\chi_0)^{-1}g_b$. Since $\chi_0^{-1}-K=(1-K\chi_0)\chi_0^{-1}$,
\begin{equation}
\chi g_b=\chi_0(1-K\chi_0)^{-1}g_b=\chi_0g_s .
\end{equation}
Define the absorptive part $\mathcal A[X]=(X-X^\dagger)/2i$. The identity $X-X^\dagger=X^\dagger[(X^\dagger)^{-1}-X^{-1}]X$ gives $\mathcal A[X]=-X^\dagger\mathcal A[X^{-1}]X$. Because $\mathcal A[K]=0$,
\begin{align}
g_b^\dagger\mathcal A[\chi]g_b
&=-(\chi g_b)^\dagger\mathcal A[\chi_0^{-1}](\chi g_b)\nonumber\\
&=-g_s^\dagger\chi_0^\dagger\mathcal A[\chi_0^{-1}]\chi_0g_s
=g_s^\dagger\mathcal A[\chi_0]g_s .
\end{align}
Thus both vertices in the linewidth are screened. The vertex $g_s$ is still to be taken at frequency $\omega$; using the static one from density functional perturbation theory is a further approximation. From here on $g$ denotes this static screened matrix element.

\section{From the golden rule to the Fermi surface}

Collect the dependence on the two electron energies in
\begin{equation}
J(e,e')=\big\langle|g|^2\delta(e_k-e)\,\delta(e_{k+q}-e')\big\rangle .
\label{J}
\end{equation}
Inserting $1=\int de\,\delta(e_k-e)$ and the same identity for $e_{k+q}$ into (\ref{golden}), and using energy conservation to set $e'=e+\omega$, gives
\begin{equation}
\gamma=2\pi\int de\,[f(e)-f(e+\omega)]\,J(e,e+\omega).
\label{exact}
\end{equation}
No approximation has been made in this step. The occupation factor has a fixed area, provided the integration range contains the whole thermal window:
\begin{equation}
\int de\,[f(e)-f(e+\omega)]
=\int_0^\omega ds\int de\,[-f'(e+s)]=\omega .
\label{area}
\end{equation}
The inner integral is one at any temperature. Raising the temperature spreads the window but does not change its area.

If $J$ hardly varies over this window, it can be replaced by $J(e_F,e_F)$. Then
\begin{equation}
\gamma\simeq2\pi\omega J(e_F,e_F)
=2\pi\omega\big\langle|g|^2\delta(e_k-e_F)\delta(e_{k+q}-e_F)\big\rangle .
\label{gJ}
\end{equation}
This is the double-delta approximation (\ref{dd}). One factor $\omega$ comes from the number of electrons that can absorb the phonon.

The mode coupling is defined by the same Fermi-surface average,
\begin{equation}
\lambda=\frac{2J(e_F,e_F)}{N(e_F)\,\omega}.
\label{lam}
\end{equation}
Hence $J(e_F,e_F)=N(e_F)\lambda\omega/2$, and (\ref{gJ}) becomes
\begin{equation}
\gamma=2\pi\omega\,\frac{N(e_F)\lambda\omega}{2}
=\pi N(e_F)\lambda\omega^2,
\end{equation}
which is (\ref{main}). If $N$ were the density of states for both spins, with $\lambda$ unchanged, the right side of (\ref{main}) would be the full width.

\paragraph{Limit.} For fixed electronic force matrix elements, $|g|^2\propto1/\omega$, because the zero-point displacement squared is proportional to $1/\omega$. Then (\ref{gJ}) gives a $\gamma$ independent of $\omega$, while $\lambda\propto1/\omega^2$. A soft mode can have a large $\lambda$ without a large absolute linewidth. The condition $\gamma\ll\omega$ nevertheless fails if it becomes soft enough.

\subsection{Why this $\lambda$, and why one spin?}

The spectral function of the coupling is
\begin{equation}
\alpha^2F(\Omega)=\frac1{N(e_F)N_q}\sum_{q\nu}
J_{q\nu}(e_F,e_F)\,\delta(\Omega-\omega_{q\nu}),
\end{equation}
where $N_q$ is the number of $q$ points and $\nu$ the branch. Its moment $\lambda_{\rm tot}=2\int d\Omega\,\alpha^2F/\Omega$ is the $q$ average of (\ref{lam}), summed over branches.

The normalization has a direct meaning for electrons. Take one phonon branch with constant $\omega$ and $g$. Measure the electron energy $\epsilon$ from $e_F$ and set the temperature to zero. The second-order self-energy is
\begin{equation}
\Sigma(\epsilon)=g^2\!\int_0^\infty\!\frac{N\,du}{\epsilon-u-\omega}
+g^2\!\int_{-\infty}^0\!\frac{N\,du}{\epsilon-u+\omega}.
\end{equation}
The phonon does not flip the spin, so intermediate states of one spin enter. For constant $N$ the slope at the Fermi energy is
\begin{equation}
-\Sigma'(0)=g^2N\left[\int_0^\infty\frac{du}{(u+\omega)^2}
+\int_{-\infty}^0\frac{du}{(\omega-u)^2}\right]=\frac{2Ng^2}{\omega}.
\label{mass}
\end{equation}
In this model $J$ averages over $q$ to $g^2N^2$, since initial and final states then range independently over the Fermi surface. Equation (\ref{lam}) therefore averages to the same $2Ng^2/\omega$. As $\Sigma$ does not depend on $k$ here, the mass ratio is $m^*/m=1-\Sigma'(0)=1+\lambda_{\rm tot}$, and the density of states in $\lambda_{\rm tot}$ is per spin.

\section{How large is the double-delta error?}

The first-order error vanishes by symmetry. Hermiticity relates the transition $k\to k+q$ to its reverse. Time reversal relates that reverse to $-k-q\to-k$, which again has momentum transfer $q$. The magnitudes of the matrix elements are equal and the two energies are interchanged, so $J(e,e')=J(e',e)$.

Put $e=e_F+x-\omega/2$ and $e'=e_F+x+\omega/2$. With the chemical potential at $e_F$, the weight $[f(e)-f(e+\omega)]/\omega$ is even in $x$ and has unit area. It is $-f'$ averaged over a box of width $\omega$. Variances add, so
\begin{equation}
\overline{x^2}=\frac{\omega^2}{12}+\frac{\pi^2T^2}{3},
\end{equation}
with $T$ in energy units. Let $S=\partial_e+\partial_{e'}$ and $D=\partial_{e'}-\partial_e$, acting at $(e_F,e_F)$. Taylor expansion gives
\begin{equation}
J(e,e')\simeq J+xSJ+\frac\omega2DJ
+\frac{x^2}2S^2J+\frac{x\omega}2SDJ+\frac{\omega^2}8D^2J .
\end{equation}
The terms odd in $x$ average to zero, and $DJ=0$ by the symmetry of $J$. What remains is
\begin{equation}
\frac{\gamma_{\rm golden}}{2\pi\omega}-J
\simeq\frac12\left(\frac{\omega^2}{12}+\frac{\pi^2T^2}{3}\right)S^2J
+\frac{\omega^2}{8}D^2J .
\label{error}
\end{equation}
For smooth $J$ the error is thus quadratic in phonon energy and temperature. At fixed electron number the chemical potential moves away from $e_F$. For smooth $N(e)$ the Sommerfeld expansion of $\int N f\,de$ gives the shift $-(\pi^2T^2/6)\,N'(e_F)/N(e_F)$. The weight is then centred on this shift, so the mean of $x$ equals it, and the shift times $SJ$ adds a term of order $T^2$ to (\ref{error}). The expansion is useless if $J$ has an edge or a sharp peak within the window.

\section{A parabolic band}

Now let $e_k=k^2/2$ and let $g$ be constant, with cell volume $V$. The angle between $k$ and $q$ has cosine $\mu$, and $e_{k+q}=e_k+kq\mu+q^2/2$. Therefore
\begin{align}
J(e,e')&=\frac{Vg^2}{4\pi^2}\int k^2dk\,\delta\!\left(\tfrac{k^2}2-e\right)
\int_{-1}^1d\mu\,\delta\!\left(e+kq\mu+\tfrac{q^2}2-e'\right)\nonumber\\
&=\frac{Vg^2}{4\pi^2}\,k\,\frac1{kq}=\frac{Vg^2}{4\pi^2q},
\label{Jpar}
\end{align}
provided $|e'-e-q^2/2|\le kq$, with $k=\sqrt{2e}$. Otherwise $J=0$. With $N(e_F)=Vk_F/2\pi^2$,
\begin{equation}
\lambda=\frac{g^2}{k_Fq\,\omega},\qquad
\gamma=\frac{Vg^2\omega}{2\pi q}\qquad(0<q<2k_F).
\label{par}
\end{equation}
Inside the allowed region $J$ is constant, so the double-delta form has no error there for this model as long as the whole window fits inside. The error comes from the edges.

For $e'=e+\omega$, the condition $|\mu|\le1$ requires
\begin{equation}
e\ge e_{\min}=\frac12\left(\frac\omega q-\frac q2\right)^2 .
\label{emin}
\end{equation}
At zero temperature the window is $e_F-\omega<e<e_F$. Absorption is complete if $e_{\min}\le e_F-\omega$, partial if $e_{\min}$ lies in the window, and absent if $e_{\min}\ge e_F$. For small $q$ the threshold is near $q=\omega/v_F$, where $v_F=k_F$ in these units. Below it the electrons are too slow to absorb a quantum of energy $\omega$, although (\ref{par}) predicts a width growing as $1/q$. This locates the onset of damping only if the real shift $\operatorname{Re}\delta$ is small. For $q\to0$ at fixed $\omega$, (\ref{bubble}) gives $\Pi(\omega)\to0$ but $\Pi(0)\to-2N(e_F)g^2$, so the first-order shift tends to $2N(e_F)g^2$, which need not be small compared with $\omega$. Without the first-order step, (\ref{pole}) gives $z^2\to\omega^2+4\omega N(e_F)g^2$ in this limit. These small-$q$ shifts belong to non-interacting pairs. A constant $g$ couples to the electron density, and in a charged electron gas the static vertex fails for $q\lesssim\omega/v_F$. For a scalar kernel $K$, the identity $\chi(\omega)-\chi(0)=\chi(\omega)[\chi_0^{-1}(0)-\chi_0^{-1}(\omega)]\chi(0)$ and $\chi g_b=\chi_0g_s$ give the change $g_s(\omega)[\chi_0(\omega)-\chi_0(0)]g_s(0)$, with $g_s(\omega)/g_s(0)=\epsilon(q,0)/\epsilon(q,\omega)$ and $\epsilon=1-K\chi_0$. With the Coulomb kernel $\epsilon(q,0)$ is positive, while below the threshold $\epsilon(q,\omega)$ tends to $1-\omega_p^2/\omega^2$, which is negative for a phonon far below the plasma frequency $\omega_p$. The shift then has the opposite sign and is not given by $2N(e_F)g^2$. The other edge lies near $2k_F$, the largest wavevector spanning the Fermi sphere.

\section{Numbers}

The round model parameters are $e_F=5$ eV, $V=20$ \AA$^3$, $g=0.3$ eV, $\omega=0.03$ eV and $q=1$ \AA$^{-1}$, with the free-electron mass. They describe no particular material. In eV and \AA{} the mass must be restored as $m_e/\hbar^2=0.131234$ eV$^{-1}$\AA$^{-2}$. The Fermi wavevector is $1.14558$ \AA$^{-1}$. Then
\begin{align}
N(e_F)&=\frac{20(0.131234)(1.14558)}{2\pi^2}=0.1523\ \text{eV}^{-1},\\
\lambda&=\frac{(0.3)^2(0.131234)}{(1.14558)(1)(0.03)}=0.3437,\\
\gamma&=\pi(0.1523)(0.3437)(0.03)^2=1.480\times10^{-4}\ \text{eV}.
\end{align}
This half width is $1.194$ cm$^{-1}$, and the full width is $2.960\times10^{-4}$ eV. The ratio $\gamma/\omega=0.0049$ is small, as the weak-damping step requires. The step also needs a small $|\operatorname{Re}\delta|$, which the line position found below confirms.

The numerical check tests the result without using (\ref{gJ}). It counts electron-hole pairs in slices of the Fermi sphere and diagonalizes the coupled oscillators of the simple case. The line gives a half width of $1.480\times10^{-4}$ eV, and the amplitude decay gives the same value to these digits. The bare frequency is $0.0494$ eV, but the line peaks at $0.0300$ eV, the adiabatic frequency. This shows the role of $\Pi(0)$ in (\ref{pole}). The bare value belongs to the model of non-interacting pairs. With screening the static softening is $g_b^\dagger\chi_0g_s$, with one bare and one screened vertex, so the bare frequency cannot be recovered from $g_s$ alone.

The edges appear in the ratio of the golden-rule width to (\ref{par}), computed with a thermal energy of $10^{-4}$ eV. The estimate $\omega/v_F$ of the small-$q$ threshold is $0.00344$ \AA$^{-1}$; the onset $e_{\min}=e_F$ from (\ref{emin}) lies at $0.00343$ \AA$^{-1}$. At $q=0.003$ \AA$^{-1}$ the ratio is zero; at $0.01$ and $1$ \AA$^{-1}$ it is one to four decimals. The two small-$q$ ratios test the double-delta step only. At $0.01$ \AA$^{-1}$, (\ref{par}) gives a width 100 times that at $1$ \AA$^{-1}$, or $\gamma/\omega=0.49$. Well below the threshold, for non-interacting pairs, the first-order shift $2N(e_F)g^2=0.027$ eV is comparable with $\omega$, and (\ref{pole}) without the first-order step gives $\sqrt{\omega^2+4\omega N(e_F)g^2}-\omega=0.020$ eV. With these parameters the weak-damping step fails near the small-$q$ edge, and the golden rule at $\omega$ no longer gives the shape of the line. At $2.29$ \AA$^{-1}$, just below $2k_F=2.2912$ \AA$^{-1}$, the ratio of the golden-rule width to (\ref{par}) is $0.667$. There (\ref{emin}), with the mass restored, gives $e_{\min}=4.980$ eV, so the fraction $(5-4.980)/0.03\simeq0.67$ of the window contributes. At $2.32$ \AA$^{-1}$ the golden-rule width is zero. The double-delta average also vanishes there, since $q>2k_F$; the printed ratio uses the formula (\ref{par}) continued outside its range.

To test (\ref{error}), $|g|^2$ is multiplied by $\exp[s(e+e'-2e_F)]\cosh[d(e'-e)]$ with $s=1$ eV$^{-1}$ and $d=3$ eV$^{-1}$. Then $S^2J=4s^2J$ and $D^2J=4d^2J$. The error relative to the double-delta width is
\begin{equation}
2s^2\left(\frac{\omega^2}{12}+\frac{\pi^2T^2}{3}\right)
+\frac{d^2\omega^2}{2}=0.0086
\end{equation}
at 300 K, where $T=0.02585$ eV. Direct integration of the golden rule, with the chemical potential held at $e_F$, also gives $0.0086$.

Finally, consider $\lambda_{\rm tot}$. The model has no lattice, so the sum $N_q^{-1}\sum_q$ becomes $V\int d^3q/(2\pi)^3$ over the whole sphere $q<2k_F$. This sphere has weight $V(2k_F)^3/6\pi^2$, about four Brillouin-zone volumes; in a crystal its outer part would appear as umklapp terms, which must be added to (\ref{par}) when $q$ is restricted to the first zone. With (\ref{par}), $\int_0^{2k_F}(Vq^2/2\pi^2)\,g^2/(k_Fq\omega)\,dq=Vk_Fg^2/\pi^2\omega=2N(e_F)g^2/\omega$. This sum per cell, printed as the $q$-averaged $\lambda$, is $0.914$, and the numerical slope of the electron self-energy, with the energy-dependent parabolic density of states, gives $0.914$. This electron-side comparison checks the per-spin convention for $N(e_F)$ in $\lambda$. The phonon line cannot do so, because it depends only on the product $N(e_F)\lambda=2J/\omega$, from which $N(e_F)$ cancels.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Fermi energy: 5.000 eV
cell volume: 20.000 angstrom^3
matrix element g: 0.300 eV
phonon energy: 0.0300 eV
phonon wavevector q: 1.000 1/angstrom
m_e/hbar^2: 0.131234 1/(eV angstrom^2)
Fermi wavevector: 1.14558 1/angstrom
twice Fermi wavevector: 2.29115 1/angstrom
small-q threshold w/vF: 0.003437 1/angstrom
electrons per cell: 1.01550 (number)
N(eF) per spin and cell: 0.152325 1/eV
J closed form: 7.852481e-04 (dimensionless)
J explicit smeared sum: 7.852481e-04 (dimensionless)
lambda_q closed form: 0.34367 (dimensionless)
lambda_q from explicit sum: 0.34367 (dimensionless)
half width gamma, Allen relation: 1.48016e-04 eV
half width gamma, converted: 1.1938 1/cm
full width 2 gamma: 2.96032e-04 eV
gamma/w: 0.00493 (dimensionless)
gamma from line of coupled modes: 1.48018e-04 eV
gamma from amplitude decay: 1.48019e-04 eV
peak of coupled-mode line: 0.030001 eV
bare frequency before static screening: 0.04936 eV
thermal energy for ratios below: 1.0e-04 eV
golden rule/Allen at q = 0.0030 1/angstrom: 0.0000 (ratio)
golden rule/Allen at q = 0.0100 1/angstrom: 1.0000 (ratio)
golden rule/Allen at q = 1.0000 1/angstrom: 1.0000 (ratio)
golden rule/Allen at q = 2.2900 1/angstrom: 0.6669 (ratio)
golden rule/Allen at q = 2.3200 1/angstrom: 0.0000 (ratio)
temperature of warm test: 300.0 K
thermal energy of warm test: 0.02585 eV
golden rule/Allen, warm, q = 1.0 1/angstrom: 1.000000 (ratio)
varying coupling, sum-energy rate s: 1.0 1/eV
varying coupling, difference-energy rate d: 3.0 1/eV
double-delta relative error, computed: 0.008633
double-delta relative error, second order: 0.008597
q-averaged lambda: 0.91395 (dimensionless)
lambda from self-energy slope: 0.91399 (dimensionless)
\end{verbatim}
